# The ballistic resistance limit of a two-dimensional channel and its thermal correction

## Result

Consider a two-dimensional electron gas of sheet density $n$ in one isotropic parabolic valley with twofold spin degeneracy. It joins two reflectionless reservoirs through a wide channel, many Fermi wavelengths across, without scattering. Let $\rho=RW$ be the total resistance across both contacts times the channel width $W$. At small bias and low temperature,

$$
\rho=\rho_0\left[1+\frac{\pi^2}{24}\left(\frac{kT}{E_F}\right)^2+\dots\right],\qquad
\rho_0=\frac{h}{2e^2}\sqrt{\frac{\pi}{2n}} .
$$

Here $k$ without a subscript is Boltzmann's constant and $E_F$ is the Fermi energy at zero temperature. For $n=10^{13}\ \mathrm{cm^{-2}}$ the leading term is $\rho_0=51\ \Omega\,\mu\mathrm m$, or $26\ \Omega\,\mu\mathrm m$ per contact when the total is divided equally by convention. The mass drops out of $\rho_0$ and enters the correction through $E_F$.

## Current carried by one mode

Let the current flow along $x$. Translation invariance across the channel makes the transverse wavenumber $k_y$ a constant of the motion, and each allowed $k_y$ defines a mode. The left reservoir fills the states with $k_x>0$ according to its Fermi function $f_L$, and the right reservoir fills those with $k_x<0$ according to $f_R$. Reflectionless contacts mean that every electron reaching the far end leaves the channel.

With two spins and a density of states $dk_x/2\pi$ per unit length, the current from the left is

$$
I_L=2e\int_0^\infty\frac{dk_x}{2\pi}\,v_x f_L,\qquad v_x=\frac1\hbar\frac{\partial E}{\partial k_x}.
$$

Since $v_x\,dk_x=dE/\hbar$, the velocity cancels the one-dimensional density of states. Subtracting the current from the right gives

$$
I=\frac{2e}{h}\int dE\,(f_L-f_R).
$$

The integral starts at the bottom of the mode. For a small voltage $V$ between the reservoirs, $f_L-f_R=eV(-\partial f/\partial E)$ to first order. At zero temperature $-\partial f/\partial E$ is a unit peak at $E_F$, so each mode open at $E_F$ contributes $2e^2/h$ to the conductance.

This resistance exists although nothing scatters in the channel. The reservoirs offer many more modes than the channel, and only a limited number of modes can carry current between them. The energy $eV$ gained per electron is dissipated in the reservoirs.

## Number of modes and the leading term

At zero temperature the electrons fill a disc of radius $k_F$. Each spin has one state per area $(2\pi)^2$ of wavevector space, per unit area of film, so

$$
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi}
\quad\Longrightarrow\quad k_F=\sqrt{2\pi n}.
$$

Hard walls at the edges allow $k_y=j\pi/W$ with $j=1,2,\dots$. A mode is open when $k_y<k_F$, so for a wide channel the number of modes is $M=k_FW/\pi$, up to rounding to an integer. Hence

$$
\rho_0=\frac{W}{(2e^2/h)M}=\frac{h}{2e^2}\frac{\pi}{k_F}
=\frac{h}{2e^2}\frac{\pi}{\sqrt{2\pi n}}
=\frac{h}{2e^2}\sqrt{\frac{\pi}{2n}} .
$$

For the stated density, $n=0.1\ \mathrm{nm^{-2}}$ and $k_F=\sqrt{0.2\pi}=0.7927\ \mathrm{nm^{-1}}$. There are $k_F/\pi=252.3$ modes per micrometre, and

$$
\rho_0=\frac{12906.4\ \Omega}{252.31\ \mu\mathrm m^{-1}}=51.15\ \Omega\,\mu\mathrm m .
$$

Diagonalizing the transverse motion in a strip $1\ \mu$m wide gives 252 modes below $E_F$, hence $51.2\ \Omega$ for that strip.

The derivation of $\rho_0$ used the shape of the Fermi contour and no particular dependence of energy on wavenumber. An isotropic nonparabolic band therefore has the same $\rho_0$ at the same $n$, provided that its electrons still fill a single disc.

## First thermal correction

At finite temperature the modes open at energy $E$ number $k(E)/\pi$ per unit width, where $k(E)=\sqrt{2mE}/\hbar$ and $E$ is measured from the subband bottom. Summing the mode currents gives

$$
\frac1\rho=\frac{2e^2}{h}\frac{\sqrt{2m}}{\pi\hbar}\,J,\qquad
J=\int_0^\infty\sqrt E\left(-\frac{\partial f}{\partial E}\right)dE .
$$

At $T=0$, $J=\sqrt{E_F}$, so $\rho_0/\rho=J/\sqrt{E_F}$.

The density is held fixed, which determines the chemical potential $\mu$. The density of states $m/\pi\hbar^2$ is constant, so

$$
n=\frac{m}{\pi\hbar^2}\int_0^\infty f\,dE
=\frac{m\,kT}{\pi\hbar^2}\ln\!\left(1+e^{\mu/kT}\right).
$$

At zero temperature $n=mE_F/\pi\hbar^2$. Equating the two expressions gives $E_F=kT\ln(1+e^{\mu/kT})$, or

$$
\mu=E_F+kT\ln\!\left(1-e^{-E_F/kT}\right).
$$

The shift of $\mu$ is exponentially small for $kT\ll E_F$ and does not enter any power of $T$.

The peak $-\partial f/\partial E$ is even about $\mu$. Expand $\sqrt E$ there. The linear term vanishes by symmetry, and the second derivative of $\sqrt E$ is $-\tfrac14\mu^{-3/2}$, so

$$
J\simeq\sqrt\mu-\frac{1}{8\mu^{3/2}}\,(kT)^2 S,\qquad
S=\int_{-\infty}^{\infty}t^2\left(-\frac{d}{dt}\frac1{e^t+1}\right)dt .
$$

Extending the lower limit to $-\infty$ costs an exponentially small error. The integrand of $S$ is even. Integrating by parts and expanding $1/(e^t+1)$ in powers of $e^{-t}$ gives

$$
S=4\int_0^\infty\frac{t\,dt}{e^t+1}
=4\sum_{j=1}^\infty\frac{(-1)^{j+1}}{j^2}=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
$$

With $\mu\to E_F$,

$$
\frac{\rho_0}{\rho}=1-\frac{\pi^2}{24}\left(\frac{kT}{E_F}\right)^2+\dots,
$$

and inverting to the same order gives the stated correction. The sign follows from the downward curvature of $\sqrt E$: the modes gained above $\mu$ are fewer than those lost below it. At $kT=0.05E_F$ a numerical evaluation of $J$ agreed with this two-term form to within $3\times10^{-5}$ of the leading term, while the correction itself is $1.0\times10^{-3}$.

For a mass of $0.3\,m_e$, $E_F=0.0798$ eV. At 300 K, $kT=0.02585$ eV and $(kT/E_F)^2=0.105$. The correction is $0.411\times0.105=0.043$, which predicts $53.4\ \Omega\,\mu\mathrm m$. The full integral gives $54.3\ \Omega\,\mu\mathrm m$. The first correction thus supplies about 2.2 of the 3.1 $\Omega\,\mu\mathrm m$ increase. The rest comes from the omitted shift of $\mu$, which lowers $\sqrt\mu$ by about 0.8 percent, and from the other terms dropped in the expansion. At 400 K the full integral gives $56.6\ \Omega\,\mu\mathrm m$. Unlike $\rho_0$, these values depend on the band: at 300 K a mass of $0.2\,m_e$ gives $52.4\ \Omega\,\mu\mathrm m$, and a nonparabolicity of $0.5\ \mathrm{eV^{-1}}$ at $0.3\,m_e$ adds about $0.5\ \Omega\,\mu\mathrm m$.

## Why heating does not lower the limit

The weight $w=-\partial f/\partial E$ is positive. The Cauchy–Schwarz inequality gives

$$
J^2=\left(\int_0^\infty\sqrt E\,w\,dE\right)^2
\le\int_0^\infty w\,dE\int_0^\infty E\,w\,dE .
$$

The first factor is $f(0)\le1$. Integration by parts turns the second into $\int_0^\infty f\,dE=E_F$ at fixed density. Thus $J\le\sqrt{E_F}$ and $\rho\ge\rho_0$ at any temperature. Reflection can only reduce the contribution at each energy, because a transmission probability does not exceed one. So $\rho_0$ is a floor for one isotropic parabolic subband at fixed density and small bias, in a channel wide enough that the modes form a continuum, $k_FW\gg1$. In a hard-wall strip the walls remove states, so at fixed density the Fermi wavenumber rises by about $1/W$, and at some widths $\rho$ falls below $\rho_0$ by a fraction of order $1/(k_FW)$. At the stated density and zero temperature a strip 7 nm wide has two open modes and $\rho=12906\times0.007/2=45\ \Omega\,\mu\mathrm m$.

## The opposite limit

Let $y=E_F/kT\ll1$ and $z=e^{\mu/kT}$. The density condition gives $z=e^y-1=y+y^2/2+\dots$. With $\varepsilon=E/kT$, the Fermi function is $f=ze^{-\varepsilon}-z^2e^{-2\varepsilon}+\dots$, and therefore

$$
\frac{J}{\sqrt{kT}}=\int_0^\infty\sqrt\varepsilon\left(ze^{-\varepsilon}-2z^2e^{-2\varepsilon}\right)d\varepsilon
=\frac{\sqrt\pi}{2}\left(z-\frac{z^2}{\sqrt2}\right).
$$

This uses $\int_0^\infty\sqrt\varepsilon\,e^{-a\varepsilon}d\varepsilon=\tfrac{\sqrt\pi}{2}a^{-3/2}$. Substituting $z$ and dividing by $\sqrt{E_F/kT}=\sqrt y$,

$$
\frac{\rho_0}{\rho}=\frac{\sqrt{\pi y}}2\left[1-\left(\frac1{\sqrt2}-\frac12\right)y+\dots\right],
$$

$$
\rho=\rho_0\,\frac{2}{\sqrt\pi}\sqrt{\frac{kT}{E_F}}
\left[1+0.207\,\frac{E_F}{kT}+\dots\right].
$$

The resistance now grows as $\sqrt T$. The thermal velocity grows as $\sqrt T$, but a given voltage changes the occupations only by the fraction $eV/kT$, and the product falls as $1/\sqrt T$. The example at 300 K has $y=3.1$ and lies on the degenerate side.

## Other Fermi contours and several subbands

For masses $m_x$ along the current and $m_y$ across it, the contour is an ellipse with semi-axes $k_x$ and $k_y$. Equal energy requires $k_x/k_y=\sqrt{m_x/m_y}$, and the density requires $k_xk_y=2\pi n$. Hence $k_y=\sqrt{2\pi n}\,(m_y/m_x)^{1/4}$. The modes are counted by the transverse extent $k_y$, so

$$
\rho_0\to\rho_0\left(\frac{m_x}{m_y}\right)^{1/4}.
$$

A ratio of 1.5 gives $56.6\ \Omega\,\mu\mathrm m$ at zero temperature; the inverse ratio would lower the resistance. With $g$ equal isotropic valleys, each holds $n/g$ and the mode density is $g\sqrt{2\pi n/g}/\pi$, so $\rho_0$ falls by $\sqrt g$. The floor therefore belongs to a specified band structure.

Thickness quantization can add subbands too. In a hard-wall film of thickness $t$ the second subband lies $3\pi^2\hbar^2/(2mt^2)$ above the first, which is 0.235 eV for $t=4$ nm. At 300 K the upper subbands hold 0.08 percent of the electrons and change $\rho$ by less than $0.1\ \Omega\,\mu\mathrm m$.

## Finite bias

Keep the density fixed at $T=0$ and let the two half-discs have Fermi energies $E_F(1\pm u)$, with $u=eV/2E_F$. Their average is $E_F$, as fixed density requires. The current is proportional to $\int\sqrt E\,dE$ between these energies, hence to

$$
(1+u)^{3/2}-(1-u)^{3/2}=3u-\frac{u^3}{8}+\dots
=3u\left(1-\frac{u^2}{24}+\dots\right).
$$

Dividing voltage by current gives $\rho/\rho_0=1+u^2/24+\dots$. At 0.05 V, $u=0.313$ and the increase is 0.4 percent, to $51.4\ \Omega\,\mu\mathrm m$.

## Scattering in the channel

Let $\mu_e$ be the mobility and $\tau$ the scattering time. From $\mu_e=e\tau/m$ and $v_F=\hbar k_F/m$, the mean free path is $\lambda=v_F\tau=\hbar k_F\mu_e/e$. The sheet conductance becomes

$$
en\mu_e=e\,\frac{k_F^2}{2\pi}\,\frac{e\lambda}{\hbar k_F}=\frac{e^2}{h}k_F\lambda .
$$

A channel of length $L$ then has the diffusive term

$$
\frac{L}{en\mu_e}=\frac{hL}{e^2k_F\lambda}=\rho_0\,\frac{2L}{\pi\lambda},
$$

and adding the ballistic and diffusive limits gives the interpolation $\rho\simeq\rho_0(1+2L/\pi\lambda)$.

For $\mu_e=50\ \mathrm{cm^2/Vs}$, $\lambda=2.61$ nm. The sheet resistance is $12483\ \Omega$ per square, so a 50 nm channel contributes $12483\times0.050=624\ \Omega\,\mu\mathrm m$. The sum is $675\ \Omega\,\mu\mathrm m$, of which the ballistic part is 7.6 percent. A numerical solution of the Boltzmann equation with isotropic scattering agrees with this sum to within 1 percent, so the interpolation is good here within that model. The model itself is marginal: $k_F\lambda=2.1$ means that an electron travels only about a third of a wavelength between collisions, and interference may matter.

## Reflection at a contact

Model a contact as an abrupt step from a free-electron metal to the channel, with $k_y$ conserved. The metal is treated within the same two-dimensional picture, so any mismatch of the wavefunctions across the film thickness is left out. Let $v_1$ and $v_2$ be the velocities normal to the step in metal and channel. Continuity of the wavefunction and of its derivative divided by the mass gives

$$
1+r=s,\qquad v_1(1-r)=v_2s,
$$

where $r$ and $s$ are the reflected and transmitted amplitudes. Eliminating $s$ yields $r=(v_1-v_2)/(v_1+v_2)$, and the transmission probability is

$$
\mathcal T=1-r^2=\frac{4v_1v_2}{(v_1+v_2)^2}.
$$

Two such contacts reflect electrons back and forth. When the phase of a round trip is averaged, the probabilities of successive paths add. With $\mathcal R=1-\mathcal T$,

$$
\mathcal T_2=\mathcal T^2(1+\mathcal R^2+\mathcal R^4+\dots)
=\frac{\mathcal T^2}{1-\mathcal R^2}=\frac{\mathcal T}{1+\mathcal R}=\frac{\mathcal T}{2-\mathcal T}.
$$

For a metal Fermi energy of 5 eV, $\mathcal T=0.61$ at normal incidence. Two contacts in series then give $\mathcal T_2=0.61/1.39=0.44$ at normal incidence. The average of $\mathcal T_2$ over all open modes is lower, 0.349, because $v_2$ and hence $\mathcal T$ fall towards grazing incidence. The ballistic channel then has $51.15/0.3487=147\ \Omega\,\mu\mathrm m$. This is the phase-averaged value. A fully coherent channel at zero temperature oscillates about it with length, between roughly 125 and $165\ \Omega\,\mu\mathrm m$ for lengths near 50 nm, while thermal smearing at 300 K gives about $149\ \Omega\,\mu\mathrm m$ at 50 nm. A gradual transition would reflect less, while a Schottky barrier or an insulating interface layer could add much more.

## Reading the estimate for an oxide transistor

The mass, thickness and mobility used here are rough values for a thin indium-oxide channel; 50 nm is a short channel. Of the departures given a size here, scattering in the channel matters most: it moves the zero-temperature model result from 51 to about $675\ \Omega\,\mu\mathrm m$. Real contacts also reflect, and current crowding under the metal adds resistance that is not included here. If one fifth of the electrons sit in traps, only the mobile density enters $\rho_0$, which becomes $51.15/\sqrt{0.8}=57.2\ \Omega\,\mu\mathrm m$. The value of $51\ \Omega\,\mu\mathrm m$ is thus useful as a floor against which to judge a pair of contacts, not as a forecast of their resistance. It applies at this density, in a wide channel and with one isotropic subband occupied; a ribbon a few nanometres wide can fall below it, and a thicker film that fills several subbands can have a lower floor.

The gate must also be able to induce the charge. If one gate supplies all of it, $en=1.60\ \mu\mathrm{C/cm^2}$ and the insulator field is $en/(\epsilon_r\epsilon_0)$. This is 4.6 MV/cm for $\epsilon_r=3.9$, as in silicon dioxide, and 1.0 MV/cm for $\epsilon_r=18$, roughly as in hafnium dioxide. Good silicon dioxide breaks down at roughly 10 MV/cm and good hafnium dioxide at several MV/cm, so breakdown alone does not rule out this density with either. Defective films and long-term reliability can set lower limits. The remaining computed values are in the numerical output.

## Table of computed values

```
sheet density: 1.00e+13 cm^-2
channel mass: 0.30 electron masses
film thickness: 4.0 nm
channel length: 50.0 nm
mobility: 50.0 cm2/Vs
resistance quantum h/2e^2: 12906.40 ohm
Fermi wavenumber: 0.7927 nm^-1
Fermi energy: 0.0798 eV
ideal modes per width: 252.31 um^-1
modes counted in 1 um strip: 252
strip resistance from counted modes: 51.22 ohm
ideal resistance, both contacts: 51.15 ohm um
ideal resistance, per contact: 25.58 ohm um
k-space sum, both contacts: 51.16 ohm um
thermal energy at 300 K: 0.02585 eV
one subband at 300 K: 54.29 ohm um
one subband at 400 K: 56.61 ohm um
second subband offset: 0.2350 eV
upper-subband electron share: 0.08 percent
four subbands at 300 K: 54.25 ohm um
mass ratio mx/my for sizing: 1.50
resistance with that mass ratio: 56.61 ohm um
drain bias: 0.050 V
zero-temperature resistance at that bias: 51.37 ohm um
trapped electron share for sizing: 20 percent
resistance with trapping: 57.19 ohm um
mean free path: 2.609 nm
kF times mean free path: 2.068
sheet resistance: 12483 ohm per square
diffusive channel term: 624.2 ohm um
ballistic plus diffusive: 675.3 ohm um
Boltzmann slab resistance: 676.5 ohm um
ideal share of series sum: 7.6 percent
metal Fermi energy: 5.0 eV
normal step transmission: 0.6092
mode-averaged pair transmission: 0.3487
ballistic channel with two steps: 146.7 ohm um
induced charge: 1.602 uC/cm2
field at permittivity 3.9: 4.64 MV/cm
field at permittivity 18: 1.01 MV/cm
```
